# Total Dipole Line Strength from l^(N+1) to l^N l': test program

```python
"""Total electric-dipole line strength between l^(N+1) and l^N l':
    S = 2 * max(l, l') * binomial(4l+1, N) * R^2,   R = integral P_l r P_l' dr.
S sums |<upper|D_q|lower>|^2 over all states and the three components q.
The formula is tested against explicit sums over Slater determinants.
Example: Sn12+ 4d^2 -> 4d 4f, Hartree-Fock-Slater orbitals, atomic units inside.
Radial functions are stored as vectors c with integral P_a P_b f dr = sum c_a c_b f.
"""
from collections import defaultdict
from functools import lru_cache
from itertools import combinations, product
from math import comb, factorial, pi, sqrt

import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.special import eval_legendre, lpmv, roots_jacobi

EV = const.physical_constants["Hartree energy in eV"][0]
ATOMIC_TIME = const.physical_constants["atomic unit of time"][0]
ALPHA = const.fine_structure
HC = const.h * const.c / const.e * 1e9  # eV nm

# ---------- angular integrals by quadrature ----------
NODES, WEIGHTS = np.polynomial.legendre.leggauss(24)


def theta(l, m):
    k = abs(m)
    if k > l:
        return np.zeros_like(NODES)
    norm = sqrt((2 * l + 1) / 2 * factorial(l - k) / factorial(l + k))
    sign = (-1) ** k if m < 0 else 1
    return sign * norm * lpmv(k, l, NODES)


@lru_cache(maxsize=None)
def angular(k, l1, m1, l2, m2):
    """<l1 m1| C^k_(m1-m2) |l2 m2>, C being the renormalized harmonic."""
    integrand = theta(l1, m1) * theta(k, m1 - m2) * theta(l2, m2)
    return sqrt(2 / (2 * k + 1)) * float(np.sum(WEIGHTS * integrand))


# ---------- determinants stored as bit patterns ----------
def make_orbitals(ls):
    """Spin orbitals (shell number, l, m, twice the spin projection)."""
    return [(i, l, m, s) for i, l in enumerate(ls)
            for m in range(-l, l + 1) for s in (1, -1)]


def determinants(orbitals, occupation):
    choices = []
    for shell, count in enumerate(occupation):
        members = [i for i, o in enumerate(orbitals) if o[0] == shell]
        choices.append(list(combinations(members, count)))
    return [sum(1 << i for part in pick for i in part)
            for pick in product(*choices)]


def below(det, p):
    return (det & ((1 << p) - 1)).bit_count()


def dipole_matrices(orbitals, lower, upper, radial):
    """Matrices of D_q; radial[(new shell, old shell)] is the radial integral."""
    index = {det: i for i, det in enumerate(upper)}
    moves = defaultdict(list)
    for c, (sc, lc, mc, spin_c) in enumerate(orbitals):
        for a, (sa, la, ma, spin_a) in enumerate(orbitals):
            if (sa, sc) in radial and spin_a == spin_c and abs(ma - mc) <= 1:
                value = radial[sa, sc] * angular(1, la, ma, lc, mc)
                moves[c].append((a, ma - mc + 1, value))
    matrix = np.zeros((3, len(upper), len(lower)))
    for col, det in enumerate(lower):
        for c in range(len(orbitals)):
            if not det >> c & 1:
                continue
            rest = det ^ (1 << c)
            for a, q, value in moves[c]:
                row = index.get(rest | (1 << a)) if not rest >> a & 1 else None
                if row is not None:
                    sign = (-1) ** (below(det, c) + below(rest, a))
                    matrix[q, row, col] += sign * value
    return matrix


cases = 0
worst = 0.0
for l, l_new in ((0, 1), (1, 0), (1, 2), (2, 1), (2, 3)):
    orbs = make_orbitals((l, l_new))
    for n in range(4 * l + 2):
        dip = dipole_matrices(orbs, determinants(orbs, (n + 1, 0)),
                              determinants(orbs, (n, 1)), {(1, 0): 0.7})
        parts = np.sum(dip ** 2, axis=(1, 2))
        formula = 2 * max(l, l_new) * comb(4 * l + 1, n) * 0.7 ** 2
        worst = max(worst, abs(parts.sum() / formula - 1))
        assert np.allclose(parts, formula / 3, rtol=1e-10)
        cases += 1
assert worst < 1e-10
for l in range(6):
    total = sum(angular(1, l + 1, a, l, b) ** 2 for a in range(-l - 1, l + 2)
                for b in range(-l, l + 1) if abs(a - b) <= 1)
    assert abs(total - (l + 1)) < 1e-10

# ---------- radial grid: mapped Gauss-Lobatto points ----------
ORDER, SCALE, RMAX = 110, 0.5, 15.0
x = np.concatenate(([-1.0], roots_jacobi(ORDER - 1, 1, 1)[0], [1.0]))
pn = eval_legendre(ORDER, x)
w = 2 / (ORDER * (ORDER + 1) * pn ** 2)
gap = x[:, None] - x[None, :]
np.fill_diagonal(gap, 1.0)
deriv = pn[:, None] / (pn[None, :] * gap)
np.fill_diagonal(deriv, 0.0)
deriv[0, 0] = -ORDER * (ORDER + 1) / 4
deriv[-1, -1] = ORDER * (ORDER + 1) / 4
beta = 2 * SCALE / RMAX
jac = SCALE * (2 + beta) / (1 - x + beta) ** 2
r = (SCALE * (1 + x) / (1 - x + beta))[1:-1]
W = (w * jac)[1:-1]
KIN = 0.5 * ((deriv.T * (w / jac)) @ deriv)[1:-1, 1:-1] / np.sqrt(np.outer(W, W))
KIN = (KIN + KIN.T) / 2
POISSON = [np.linalg.inv(2 * KIN + np.diag(k * (k + 1) / r ** 2))
           for k in range(7)]


def solve(l, potential):
    h = KIN + np.diag(l * (l + 1) / (2 * r ** 2) + potential)
    e, c = eigh(h, subset_by_index=[0, 3])
    return e, c.T


def multipole_potential(density, k):
    """Integral of density(s) * min(r,s)^k / max(r,s)^(k+1) over s."""
    u = (2 * k + 1) * (POISSON[k] @ (density / (r * np.sqrt(W)))) / np.sqrt(W)
    u = u + r ** (k + 1) / RMAX ** (2 * k + 1) * np.sum(r ** k * density)
    return u / r


e_s, c_s = solve(0, -50 / r)
assert abs(e_s[0] / -1250 - 1) < 1e-7
f0_1s = np.sum(c_s[0] ** 2 * multipole_potential(c_s[0] ** 2, 0))
assert abs(f0_1s / (5 * 50 / 8) - 1) < 1e-6
c_d, c_f = solve(2, -13 / r)[1][1], solve(3, -13 / r)[1][0]
assert abs(abs(np.sum(r * c_d * c_f)) / (1.5 * 4 * sqrt(7) / 13) - 1) < 1e-6

# ---------- Hartree-Fock-Slater ion with Latter tail ----------
Z = 50


def self_consistent(occupation, exchange):
    electrons = sum(sum(v) for v in occupation.values())
    tail = Z - electrons + 1
    v = -(tail + (Z - tail) * np.exp(-4 * r)) / r
    for _ in range(300):
        energy, orbital = {}, {}
        density = np.zeros_like(r)
        for l in range(4):
            energy[l], orbital[l] = solve(l, v)
            for i, count in enumerate(occupation[l]):
                density += count * orbital[l][i] ** 2
        rho = density / (4 * pi * r ** 2 * W)
        v_x = -1.5 * exchange * (3 * rho / pi) ** (1 / 3)
        v_new = np.minimum(-Z / r + multipole_potential(density, 0) + v_x,
                           -tail / r)
        change = np.max(np.abs(r * (v_new - v)))
        if change < 1e-6:
            break
        v = v + 0.4 * (v_new - v)
    assert change < 1e-6
    return energy, orbital, v, electrons


GROUND = {0: [2] * 4, 1: [6] * 3, 2: [10, 2], 3: []}
EXCITED = {0: [2] * 4, 1: [6] * 3, 2: [10, 1], 3: [1]}
energy, orbital, V, electrons = self_consistent(GROUND, 1.0)
excited_orbital = self_consistent(EXCITED, 1.0)[1]
weak_exchange_orbital = self_consistent(GROUND, 2 / 3)[1]


def df_integral(orb):
    return abs(np.sum(r * orb[2][1] * orb[3][0]))


R_df = df_integral(orbital)
S_formula = 2 * 3 * comb(9, 1) * R_df ** 2

# ---------- Hamiltonian of the 4p, 4d, 4f electrons ----------
OUTER = [(1, 2), (2, 1), (3, 0)]  # (l, radial index) of 4p, 4d, 4f
CORE = [(0, 0), (0, 1), (0, 2), (0, 3), (1, 0), (1, 1), (2, 0)]
orbs = make_orbitals((1, 2, 3))


@lru_cache(maxsize=None)
def slater_sorted(first, second, k):
    (a, c), (b, d) = first, second
    pot = multipole_potential(orbital[a[0]][a[1]] * orbital[c[0]][c[1]], k)
    return float(np.sum(orbital[b[0]][b[1]] * orbital[d[0]][d[1]] * pot))


def slater(a, b, c, d, k):
    """Radial Coulomb integral: a,c at point 1 and b,d at point 2."""
    pairs = sorted([tuple(sorted((a, c))), tuple(sorted((b, d)))])
    return slater_sorted(pairs[0], pairs[1], k)


def coulomb(a, b, c, d):
    sa, la, ma, pa = orbs[a]
    sb, lb, mb, pb = orbs[b]
    sc, lc, mc, pc = orbs[c]
    sd, ld, md, pd = orbs[d]
    if pa != pc or pb != pd:
        return 0.0
    value = 0.0
    start = max(abs(la - lc), abs(lb - ld))
    for k in range(start, min(la + lc, lb + ld) + 1, 2):
        factor = angular(k, la, ma, lc, mc) * angular(k, ld, md, lb, mb)
        if abs(factor) > 1e-13:
            value += factor * slater(OUTER[sa], OUTER[sb], OUTER[sc],
                                     OUTER[sd], k)
    return value


dV = (np.gradient(r * V, r) - V) / r
one_energy, zeta = [], []
for shell in OUTER:
    l, c = shell[0], orbital[shell[0]][shell[1]]
    value = c @ KIN @ c + np.sum(c ** 2 * (l * (l + 1) / (2 * r ** 2) - Z / r))
    for core in CORE:
        lc = core[0]
        value += (4 * lc + 2) * slater(shell, core, shell, core, 0)
        for k in range(abs(l - lc), l + lc + 1, 2):
            weight = sum(angular(k, l, 0, lc, m) ** 2 for m in range(-lc, lc + 1))
            value -= weight * slater(shell, core, core, shell, k)
    one_energy.append(value)
    zeta.append(ALPHA ** 2 / 2 * np.sum(c ** 2 * dV / r))

spin_orbit = defaultdict(list)
for c, (sc, l, mc, pc) in enumerate(orbs):
    for a, (sa, _, ma, pa) in enumerate(orbs):
        if sa == sc and 2 * ma + pa == 2 * mc + pc:
            ls = mc * pc / 2 if a == c else 0.5 * sqrt(l * (l + 1) - ma * mc)
            spin_orbit[c].append((a, zeta[sc] * ls))

groups = defaultdict(list)
for a, b in combinations(range(len(orbs)), 2):
    oa, ob = orbs[a], orbs[b]
    groups[oa[2] + ob[2], oa[3] + ob[3], (oa[1] + ob[1]) % 2].append((a, b))
pair_moves = defaultdict(list)
for members in groups.values():
    for c, d in members:
        for a, b in members:
            value = coulomb(a, b, c, d) - coulomb(a, b, d, c)
            if abs(value) > 1e-12:
                pair_moves[c, d].append((a, b, value))


def hamiltonian(dets, with_spin_orbit=True):
    index = {det: i for i, det in enumerate(dets)}
    h = np.zeros((len(dets), len(dets)))
    for col, det in enumerate(dets):
        occupied = [p for p in range(len(orbs)) if det >> p & 1]
        for c in occupied:
            h[col, col] += one_energy[orbs[c][0]]
            rest = det ^ (1 << c)
            for a, value in spin_orbit[c] if with_spin_orbit else ():
                if not rest >> a & 1:
                    sign = (-1) ** (below(det, c) + below(rest, a))
                    h[index[rest | (1 << a)], col] += sign * value
        for c, d in combinations(occupied, 2):
            one_less = det ^ (1 << c)
            rest = one_less ^ (1 << d)
            flips = below(det, c) + below(one_less, d)
            for a, b, value in pair_moves[c, d]:
                if rest >> a & 1 or rest >> b & 1:
                    continue
                with_b = rest | (1 << b)
                row = index.get(with_b | (1 << a))
                if row is not None:
                    sign = (-1) ** (flips + below(rest, b) + below(with_b, a))
                    h[row, col] += sign * value
    assert np.allclose(h, h.T, atol=1e-9)
    return (h + h.T) / 2


def level_groups(e):
    return np.split(np.arange(len(e)), np.flatnonzero(np.diff(e) > 1e-6) + 1)


lower = determinants(orbs, (6, 2, 0))
upper_df = determinants(orbs, (6, 1, 1))
upper_pd = determinants(orbs, (5, 3, 0))

# Term separation of d^2 without spin-orbit coupling: 1D minus 3F.
e_terms = np.linalg.eigvalsh(hamiltonian(lower, False))
terms = {len(g): e_terms[g].mean() for g in level_groups(e_terms)}
D4 = OUTER[1]
expected = 5 * slater(D4, D4, D4, D4, 2) / 49 + 45 * slater(D4, D4, D4, D4, 4) / 441
assert abs(terms[5] - terms[21] - expected) < 1e-8

e_low, v_low = eigh(hamiltonian(lower))
low_levels = level_groups(e_low)
H_all = hamiltonian(upper_df + upper_pd)
n_df = len(upper_df)
R_pd = np.sum(r * orbital[1][2] * orbital[2][1])
signed_df = np.sum(r * orbital[2][1] * orbital[3][0])
D_all = dipole_matrices(orbs, lower, upper_df + upper_pd,
                        {(2, 1): signed_df, (1, 0): R_pd})


def spectrum(h, dip):
    e, v = eigh(h)
    s = sum((v.T @ d @ v_low) ** 2 for d in dip)
    return e, s, e[:, None] - e_low[None, :]


def best_band(s, omega):
    """Largest strength share, and centre in nm, of a 2% wavelength band."""
    order = np.argsort(omega, axis=None)
    e, strength = omega.ravel()[order], s.ravel()[order]
    cumulative = np.concatenate(([0.0], np.cumsum(strength)))
    end = np.searchsorted(e, e * 1.01 / 0.99, side="right")
    share = (cumulative[end] - cumulative[:-1]) / cumulative[-1]
    best = int(np.argmax(share))
    return share[best], HC / (1.01 * e[best] * EV)


e_up, S, omega = spectrum(H_all[:n_df, :n_df], D_all[:, :n_df])
up_levels = level_groups(e_up)
assert len(low_levels) == 9 and len(up_levels) == 20
assert abs(S.sum() / S_formula - 1) < 1e-9
assert omega.min() > 0
lines = [(S[np.ix_(u, g)].sum(), e_up[u].mean() - e_low[g].mean(), len(u), len(g))
         for u in up_levels for g in low_levels]
lines = [line for line in lines if line[0] > 1e-9 * S_formula]
for _, _, gu, gl in lines:  # dipole selection rule for J, degeneracy is 2J+1
    assert abs(gu - gl) in (0, 2) and gu + gl > 2
strongest = max(lines)

mean_energy = np.sum(S * omega) / S.sum()
rms = sqrt(np.sum(S * (omega - mean_energy) ** 2) / S.sum())
f_mean = 2 / 3 * np.sum(S * omega) / len(lower)
state_rate = 4 / 3 * ALPHA ** 3 * np.sum(S * omega ** 3, axis=1) / ATOMIC_TIME
rate_estimate = (4 / 3 * ALPHA ** 3 * mean_energy ** 3 * S_formula
                 / n_df / ATOMIC_TIME)
T_EV = 35.0
boltzmann = np.exp(-(e_up - e_up[0]) * EV / T_EV)
thermal_rate = np.sum(boltzmann * state_rate) / boltzmann.sum()

# ---------- configuration mixing switched off and on ----------
H_off = H_all.copy()
H_off[:n_df, n_df:] = 0
H_off[n_df:, :n_df] = 0
_, S_off, omega_off = spectrum(H_off, D_all)
_, S_on, omega_on = spectrum(H_all, D_all)
S_pd = 2 * 2 * comb(9, 2) * R_pd ** 2
assert abs(S_off.sum() / (S_formula + S_pd) - 1) < 1e-9
assert abs(S_on.sum() / (S_formula + S_pd) - 1) < 1e-9
share_off, centre_off = best_band(S_off, omega_off)
share_on, centre_on = best_band(S_on, omega_on)
mean_off = np.sum(S_off * omega_off) / S_off.sum()
mean_on = np.sum(S_on * omega_on) / S_on.sum()
diagonal = np.diag(H_all)
config_gap = diagonal[n_df:].mean() - diagonal[:n_df].mean()
mixing = abs(slater(OUTER[0], OUTER[2], D4, D4, 1))


# ---------- relativistic change in the frozen potential ----------
def relativistic(l, i, ls):
    kinetic = energy[l][i] - V
    reduced = 1 + ALPHA ** 2 * kinetic / 2
    extra = (-ALPHA ** 2 / 2 * kinetic ** 2
             + ls * ALPHA ** 2 / 2 * dV / (r * reduced ** 2))
    e, c = solve(l, V + extra)
    return e[i], c[i]


gap_shift = (relativistic(3, 0, 0)[0] - energy[3][0]
             - relativistic(2, 1, 0)[0] + energy[2][1])
R_low_j = abs(np.sum(r * relativistic(2, 1, -1.5)[1] * relativistic(3, 0, -2)[1]))
R_high_j = abs(np.sum(r * relativistic(2, 1, 1)[1] * relativistic(3, 0, 1.5)[1]))

print(f"Shell fillings tested by explicit sums: {cases}")
print(f"Largest relative deviation from formula: {worst:.1e}")
print(f"Nuclear charge: {Z} e; electrons: {electrons}")
print(f"States in 4d2: {len(lower)}; states in 4d4f: {n_df}")
print(f"Levels in 4d2: {len(low_levels)}; levels in 4d4f: {len(up_levels)}")
print(f"Dipole lines between the levels: {len(lines)}")
print(f"Radial integral R(4d,4f): {R_df:.4f} a0")
print(f"Binomial factor: {comb(9, 1)}; S/R^2 from formula: {S_formula / R_df**2:.1f}")
print(f"Total strength from formula: {S_formula:.4f} e^2 a0^2")
print(f"Total strength summed over levels: {S.sum():.4f} e^2 a0^2")
print(f"Strongest line strength: {strongest[0]:.4f} e^2 a0^2")
print(f"Strongest line share: {100 * strongest[0] / S.sum():.2f} %")
print(f"Strongest line J upper, lower: {(strongest[2]-1)/2:g}, {(strongest[3]-1)/2:g}")
print(f"Strongest line wavelength: {HC / (strongest[1] * EV):.3f} nm")
print(f"Strength-weighted mean photon energy: {mean_energy * EV:.2f} eV")
print(f"Wavelength at that mean energy: {HC / (mean_energy * EV):.3f} nm")
print(f"Strength-weighted rms energy width: {rms * EV:.2f} eV")
print(f"Mean absorption oscillator strength: {f_mean:.4f}")
print(f"Mean decay rate, equal populations: {state_rate.mean():.3e} 1/s")
print(f"Decay rate from S and mean energy: {rate_estimate:.3e} 1/s")
print(f"Spin-orbit parameter 4p: {zeta[0] * EV:.3f} eV")
print(f"Spin-orbit parameter 4d: {zeta[1] * EV:.3f} eV")
print(f"Spin-orbit parameter 4f: {zeta[2] * EV:.3f} eV")
print(f"Radial integral R(4p,4d), magnitude: {abs(R_pd):.4f} a0")
print(f"Total strength to 4p5 4d3: {S_pd:.4f} e^2 a0^2")
print(f"Joint strength, mixing off: {S_off.sum():.4f} e^2 a0^2")
print(f"Joint strength, mixing on: {S_on.sum():.4f} e^2 a0^2")
print(f"Mean energy of 4p5 4d3 minus 4d4f: {config_gap * EV:.2f} eV")
print(f"Mixing integral R1(4p4f,4d4d), magnitude: {mixing * EV:.2f} eV")
print(f"Joint mean photon energy, mixing off: {mean_off * EV:.2f} eV")
print(f"Joint mean photon energy, mixing on: {mean_on * EV:.2f} eV")
print(f"Best 2% band share, mixing off: {100 * share_off:.1f} %")
print(f"Best 2% band centre, mixing off: {centre_off:.3f} nm")
print(f"Best 2% band share, mixing on: {100 * share_on:.1f} %")
print(f"Best 2% band centre, mixing on: {centre_on:.3f} nm")
R_exc, R_weak = df_integral(excited_orbital), df_integral(weak_exchange_orbital)
print(f"R with orbitals of 4d4f: {R_exc:.4f} a0")
print(f"Change of R^2 with those orbitals: {100 * ((R_exc / R_df)**2 - 1):.2f} %")
overlap = abs(np.sum(orbital[2][1] * excited_orbital[2][1]))
print(f"Squared overlap of the two 4d orbitals: {overlap**2:.6f}")
print(f"R with exchange potential times 2/3: {R_weak:.4f} a0")
print(f"Change of R^2 with that exchange: {100 * ((R_weak / R_df)**2 - 1):.2f} %")
print(f"Relativistic R(4d3/2,4f5/2): {R_low_j:.4f} a0")
print(f"Relativistic R(4d5/2,4f7/2): {R_high_j:.4f} a0")
print(f"Mass-velocity shift of 4d-4f orbital gap: {gap_shift * EV:.2f} eV")
print(f"Retardation measure (k R)^2: {(ALPHA * mean_energy * R_df)**2:.2e}")
print(f"Assumed rough electron temperature: {T_EV:.0f} eV")
print(f"Thermal over equal-population decay rate: {thermal_rate / state_rate.mean():.4f}")
print("finished without a failed check")
```

It prints:

```
Shell fillings tested by explicit sums: 34
Largest relative deviation from formula: 7.8e-16
Nuclear charge: 50 e; electrons: 38
States in 4d2: 45; states in 4d4f: 140
Levels in 4d2: 9; levels in 4d4f: 20
Dipole lines between the levels: 81
Radial integral R(4d,4f): 0.8564 a0
Binomial factor: 9; S/R^2 from formula: 54.0
Total strength from formula: 39.6074 e^2 a0^2
Total strength summed over levels: 39.6074 e^2 a0^2
Strongest line strength: 6.6649 e^2 a0^2
Strongest line share: 16.83 %
Strongest line J upper, lower: 5, 4
Strongest line wavelength: 14.179 nm
Strength-weighted mean photon energy: 82.89 eV
Wavelength at that mean energy: 14.957 nm
Strength-weighted rms energy width: 3.26 eV
Mean absorption oscillator strength: 1.7875
Mean decay rate, equal populations: 1.721e+11 1/s
Decay rate from S and mean energy: 1.713e+11 1/s
Spin-orbit parameter 4p: 5.985 eV
Spin-orbit parameter 4d: 0.717 eV
Spin-orbit parameter 4f: 0.070 eV
Radial integral R(4p,4d), magnitude: 0.8188 a0
Total strength to 4p5 4d3: 96.5330 e^2 a0^2
Joint strength, mixing off: 136.1404 e^2 a0^2
Joint strength, mixing on: 136.1404 e^2 a0^2
Mean energy of 4p5 4d3 minus 4d4f: -9.76 eV
Mixing integral R1(4p4f,4d4d), magnitude: 17.43 eV
Joint mean photon energy, mixing off: 85.37 eV
Joint mean photon energy, mixing on: 92.79 eV
Best 2% band share, mixing off: 16.9 %
Best 2% band centre, mixing off: 13.480 nm
Best 2% band share, mixing on: 76.8 %
Best 2% band centre, mixing on: 13.307 nm
R with orbitals of 4d4f: 0.8542 a0
Change of R^2 with those orbitals: -0.52 %
Squared overlap of the two 4d orbitals: 0.999989
R with exchange potential times 2/3: 0.8957 a0
Change of R^2 with that exchange: 9.38 %
Relativistic R(4d3/2,4f5/2): 0.8493 a0
Relativistic R(4d5/2,4f7/2): 0.8537 a0
Mass-velocity shift of 4d-4f orbital gap: 1.59 eV
Retardation measure (k R)^2: 3.62e-04
Assumed rough electron temperature: 35 eV
Thermal over equal-population decay rate: 0.9049
finished without a failed check
```
